# CO force constants of a nickel tricarbonyl phosphine from two bands: test program

```python
# Result under test: for Ni(CO)3L of C3v symmetry with CO stretching bands
# nu_A (A1) and nu_E (E), the energy-factored force field gives
#   ki = (K_A - K_E)/3,  k = (K_A + 2 K_E)/3,  K = mu (2 pi c nu)^2,
# k: CO stretching constant, ki: CO-CO interaction constant (N/m),
# mu: reduced mass of CO. Potential: k/2 sum r_i^2 + ki sum_{i<j} r_i r_j.
# Checks: Cartesian normal modes and a three-bond quantum diagonalization.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import fsolve

amu = sc.atomic_mass
m_c12, m_c13, m_o16, m_ni58 = 12.0, 13.0033548, 15.9949146, 57.935342
nu_A, nu_E = 2069.0, 1990.0


def reduced_mass(m1, m2):
    return m1 * m2 / (m1 + m2)


mu = reduced_mass(m_c12, m_o16)
mu13 = reduced_mass(m_c13, m_o16)


def to_wavenumber(lam):
    """Eigenvalue in (N/m)/u to wavenumber in 1/cm."""
    return np.sqrt(np.maximum(lam, 0) / amu) / (2 * np.pi * sc.c * 100)


factor = mu * amu * (2 * np.pi * sc.c * 100) ** 2


def extract(a1_band, e_band):
    K_a, K_e = factor * a1_band**2, factor * e_band**2
    return (K_a + 2 * K_e) / 3, (K_a - K_e) / 3


k, ki = extract(nu_A, nu_E)
assert abs(k - 1643) < 1 and abs(ki - 43) < 1

# Cartesian model: atoms Ni, C1-C3, O1-O3; rough bond lengths in angstrom
cos_beta = 1 / 3
sin_beta = np.sqrt(1 - cos_beta**2)
phi = 2 * np.pi * np.arange(3) / 3
bonds = np.column_stack([sin_beta * np.cos(phi), sin_beta * np.sin(phi),
                         np.full(3, cos_beta)])
positions = np.vstack([np.zeros((1, 3)), 1.84 * bonds, 2.98 * bonds])


def bond_lengths(flat):
    p = flat.reshape(7, 3)
    co = np.linalg.norm(p[4:] - p[1:4], axis=1)
    nic = np.linalg.norm(p[1:4] - p[0], axis=1)
    return np.concatenate([co, nic])


step = 1e-4
B = np.array([(bond_lengths(positions.ravel() + step * e)
               - bond_lengths(positions.ravel() - step * e)) / (2 * step)
              for e in np.eye(21)]).T


def cartesian_modes(k_co, k_int, k_nic=0.0, k_arm=0.0, first_c=m_c12):
    """Three highest wavenumbers and the CO stretches in these modes."""
    masses = np.repeat([m_ni58, first_c, m_c12, m_c12] + [m_o16] * 3, 3)
    co_block = k_int * np.ones((3, 3)) + (k_co - k_int) * np.eye(3)
    force = np.block([[co_block, k_arm * np.eye(3)],
                      [k_arm * np.eye(3), k_nic * np.eye(3)]])
    Bm = B / np.sqrt(masses)
    lam, vec = np.linalg.eigh(Bm.T @ force @ Bm)
    return to_wavenumber(lam[-3:]), (Bm @ vec[:, -3:])[:3]


bands, co_motion = cartesian_modes(k, ki)
assert np.allclose(bands, [nu_E, nu_E, nu_A], atol=1e-3)
# symmetry: equal stretches in the top mode, zero sum in the lower pair
assert np.ptp(co_motion[:, 2]) < 1e-5
assert np.max(np.abs(co_motion[:, :2].sum(axis=0))) < 1e-5
# infrared intensities from equal dipole derivatives along the bonds
intensity = np.sum((bonds.T @ co_motion) ** 2, axis=0)
ratio = intensity[:2].sum() / intensity[2]
assert abs(ratio - (sin_beta / cos_beta) ** 2) < 1e-3

# kinetic matrix: CO bonds uncoupled; CO and Ni-C of one arm share carbon
all_masses = np.repeat([m_ni58] + [m_c12] * 3 + [m_o16] * 3, 3)
G = (B / all_masses) @ B.T
assert np.allclose(G[:3, :3], np.eye(3) / mu, atol=1e-6)
assert np.allclose(G[:3, 3:], -np.eye(3) / m_c12, atol=1e-6)


def one_13co(k_co, k_int):
    """Bands with one 13CO: two symmetric ones and the antisymmetric one."""
    off = np.sqrt(2) * k_int / np.sqrt(mu * mu13)
    sym = np.linalg.eigvalsh([[(k_co + k_int) / mu, off],
                              [off, k_co / mu13]])
    return np.sort(to_wavenumber(np.append(sym, (k_co - k_int) / mu)))


iso = one_13co(k, ki)
assert np.allclose(iso, cartesian_modes(k, ki, first_c=m_c13)[0], atol=1e-3)
assert np.min(np.abs(iso - nu_E)) < 1e-6

# exchanged assignment of the two bands
k_swap, ki_swap = extract(nu_E, nu_A)
iso_swap = one_13co(k_swap, ki_swap)
assert ki_swap < 0 and np.max(np.abs(iso_swap - iso)) > 5
assert np.allclose(iso_swap, cartesian_modes(k_swap, ki_swap,
                                             first_c=m_c13)[0], atol=1e-3)

# reading error of 1/cm in each band, all sign combinations
corners = np.array([extract(nu_A + s, nu_E + t)
                    for s in (-1, 1) for t in (-1, 1)])
err_k, err_ki = np.max(np.abs(corners - [k, ki]), axis=0)

# three coupled Morse bonds, energies in 1/cm and lengths in angstrom
kinetic = sc.hbar**2 / (2 * mu * amu) / 1e-20 / (sc.h * sc.c * 100)
spring = 1e-20 / (sc.h * sc.c * 100)
x = np.linspace(-0.35, 0.45, 161)
dx = x[1] - x[0]
d = np.subtract.outer(np.arange(x.size), np.arange(x.size))
T = np.where(d == 0, np.pi**2 / 3,
             2.0 * (-1.0) ** np.abs(d) / np.where(d == 0, 1, d) ** 2)
T = kinetic * T / dx**2


def quantum_bands(k_co, k_int, morse_a, n=7):
    V = spring * k_co / 2 * (np.expm1(-morse_a * x) / morse_a) ** 2
    e, U = eigh(T + np.diag(V), subset_by_index=[0, n - 1])
    X, E1, one = U.T @ (x[:, None] * U), np.diag(e), np.eye(n)

    def product(a, b, c):
        return np.kron(np.kron(a, b), c)

    H = product(E1, one, one) + product(one, E1, one) + product(one, one, E1)
    H += spring * k_int * (product(X, X, one) + product(X, one, X)
                           + product(one, X, X))
    levels = eigh(H, eigvals_only=True, subset_by_index=[0, 3])
    return levels[1:] - levels[0]


# harmonic limit: quantum fundamentals equal the classical wavenumbers
harmonic = quantum_bands(k, ki, 1e-4)
assert np.allclose(harmonic, [nu_E, nu_E, nu_A], atol=0.05)

wx = 13.0  # rough anharmonicity of a CO bond, 1/cm
morse_a = np.sqrt(wx / kinetic)


def misfit_quantum(p):
    b = quantum_bands(p[0], p[1], morse_a)
    return [b[2] - nu_A, b[0] - nu_E]


k_rule, ki_rule = extract(nu_A + 2 * wx, nu_E + 2 * wx)
k_anh, ki_anh = fsolve(misfit_quantum, [k_rule, ki_rule], epsfcn=1e-8)
assert np.max(np.abs(misfit_quantum([k_anh, ki_anh]))) < 1e-3
# the shift rule is of leading order only, hence tolerances of a few N/m
assert abs(k_anh - k_rule) < 5 and abs(ki_anh - ki_rule) < 2

# coupling to Ni-C stretching, rough constants in N/m
k_nic, k_arm = 200.0, 50.0


def refit_with_nickel(arm):
    def misfit(p):
        b = cartesian_modes(p[0], p[1], k_nic, arm)[0]
        return [b[2] - nu_A, b[0] - nu_E]
    sol = fsolve(misfit, [k, ki], epsfcn=1e-8)
    assert np.max(np.abs(misfit(sol))) < 1e-3
    return sol


k_n0, ki_n0 = refit_with_nickel(0.0)
k_n1, ki_n1 = refit_with_nickel(k_arm)
assert k_n0 < k and k_n1 > k_n0
iso_n0 = cartesian_modes(k_n0, ki_n0, k_nic, 0.0, m_c13)[0]
iso_n1 = cartesian_modes(k_n1, ki_n1, k_nic, k_arm, m_c13)[0]

au = sc.physical_constants["Hartree energy"][0] / sc.physical_constants[
    "Bohr radius"][0] ** 2


def show(label, values, unit, digits=1):
    text = ", ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}")


show("Input bands A1, E", [nu_A, nu_E], "cm^-1")
show("Masses 12C, 13C, 16O, 58Ni", [m_c12, m_c13, m_o16, m_ni58], "u", 4)
show("Reduced mass 12C16O, 13C16O", [mu, mu13], "u", 4)
print(f"Factor K/nu^2: {factor:.5e} N/m per (cm^-1)^2")
show("K_A, K_E", [factor * nu_A**2, factor * nu_E**2], "N/m", 2)
show("Result k, ki", [k, ki], "N/m", 2)
show("Result k, ki", [k / au, ki / au], "hartree/bohr^2", 4)
show("Ratio ki/k", ki / k, "(no unit)", 4)
show("Largest change of k, ki for 1 cm^-1 errors", [err_k, err_ki], "N/m", 2)
show("Cartesian check, bands", bands, "cm^-1", 3)
show("Quantum harmonic check, bands", harmonic, "cm^-1", 3)
show("Angle of CO bonds to axis", np.degrees(np.arccos(cos_beta)), "degree", 2)
show("Intensity ratio E/A1 (tetrahedral)", ratio, "(no unit)", 3)
show("Exchanged assignment k, ki", [k_swap, ki_swap], "N/m", 2)
show("One 13CO, predicted bands", iso, "cm^-1")
show("One 13CO, exchanged assignment", iso_swap, "cm^-1")
show("Rough anharmonicity wx", wx, "cm^-1")
show("Morse range parameter", morse_a, "1/angstrom", 3)
show("Shift rule k, ki", [k_rule, ki_rule], "N/m", 2)
show("Morse refit k, ki", [k_anh, ki_anh], "N/m", 2)
show("Morse refit minus result, k, ki", [k_anh - k, ki_anh - ki], "N/m", 2)
show("Rough Ni-C constant, arm interaction", [k_nic, k_arm], "N/m")
show("Ni-C refit, arm interaction 0: k, ki", [k_n0, ki_n0], "N/m", 2)
show("Ni-C refit, with arm interaction: k, ki", [k_n1, ki_n1], "N/m", 2)
show("One 13CO, Ni-C refit, arm interaction 0", iso_n0, "cm^-1")
show("One 13CO, Ni-C refit, with arm interaction", iso_n1, "cm^-1")
print("all assertions hold")
```

Running it gives:

```
Input bands A1, E: 2069.0, 1990.0 cm^-1
Masses 12C, 13C, 16O, 58Ni: 12.0000, 13.0034, 15.9949, 57.9353 u
Reduced mass 12C16O, 13C16O: 6.8562, 7.1724 u
Factor K/nu^2: 4.03956e-04 N/m per (cm^-1)^2
K_A, K_E: 1729.24, 1599.71 N/m
Result k, ki: 1642.88, 43.18 N/m
Result k, ki: 1.0552, 0.0277 hartree/bohr^2
Ratio ki/k: 0.0263 (no unit)
Largest change of k, ki for 1 cm^-1 errors: 1.63, 1.09 N/m
Cartesian check, bands: 1990.000, 1990.000, 2069.000 cm^-1
Quantum harmonic check, bands: 1990.000, 1990.000, 2069.000 cm^-1
Angle of CO bonds to axis: 70.53 degree
Intensity ratio E/A1 (tetrahedral): 8.000 (no unit)
Exchanged assignment k, ki: 1686.06, -43.18 N/m
One 13CO, predicted bands: 1955.8, 1990.0, 2058.3 cm^-1
One 13CO, exchanged assignment: 1968.7, 2044.8, 2069.0 cm^-1
Rough anharmonicity wx: 13.0 cm^-1
Morse range parameter: 2.299 1/angstrom
Shift rule k, ki: 1685.51, 43.73 N/m
Morse refit k, ki: 1683.19, 43.48 N/m
Morse refit minus result, k, ki: 40.31, 0.31 N/m
Rough Ni-C constant, arm interaction: 200.0, 50.0 N/m
Ni-C refit, arm interaction 0: k, ki: 1574.55, 43.59 N/m
Ni-C refit, with arm interaction: k, ki: 1633.77, 43.31 N/m
One 13CO, Ni-C refit, arm interaction 0: 1953.4, 1990.0, 2057.9 cm^-1
One 13CO, Ni-C refit, with arm interaction: 1954.5, 1990.0, 2058.1 cm^-1
all assertions hold
```
